# Magnetoresistance of Mott hopping from shrinking localized states

## Problem

Electrons in a disordered three-dimensional semiconductor hop between localized states placed at random. The density of states $g$ is constant near the Fermi level, and every state has localization length $a$. Without a field the resistivity follows Mott's law,

$$\ln\rho=\text{const}+\xi_0,\qquad \xi_0=\left(\frac{T_0}{T}\right)^{1/4}\gg1,\qquad T_0=\frac{\beta}{k\,g\,a^3},$$

where $k$ is Boltzmann's constant and $\beta$ a number. A uniform field $B$ along $z$ is applied, with magnetic length $\lambda=\sqrt{\hbar/eB}$. Assume that it acts through the shape of the localized wavefunctions alone.

(a) Find how a weak field changes the decay of a localized state at a distance $r\gg a$.

(b) Show that the weak-field magnetoresistance obeys

$$\ln\frac{\rho(B)}{\rho(0)}=t\left(\frac a\lambda\right)^4\left(\frac{T_0}{T}\right)^{3/4}\propto B^2\left(\frac{T_0}{T}\right)^{3/4}.$$

(c) Estimate the number $t$ by counting bonds, and compare nearest-neighbour hopping.

(d) Evaluate the result for a thick amorphous oxide film at 10 K and 8 T, and judge what has been left out.

## Solution

### (a) The wavefunction in a weak field

Take a short-range attractive centre at the origin and the symmetric gauge. For a state without angular momentum about $z$, the field adds the diamagnetic energy $e^2B^2\rho_\perp^2/8m$, where $\rho_\perp=r\sin\theta$ is the distance from the $z$ axis. Away from the centre,

$$-\frac{\hbar^2}{2m}\nabla^2\psi+\frac{e^2B^2\rho_\perp^2}{8m}\psi=\left(-\frac{\hbar^2}{2ma^2}+\delta E\right)\psi ,$$

where $\delta E$ is the shift of the level. Write $\psi=e^{-S}$, so that $\nabla^2\psi/\psi=|\nabla S|^2-\nabla^2S$. Multiplying the equation by $-2m/\hbar^2$ and using $eB/\hbar=1/\lambda^2$ gives

$$|\nabla S|^2-\nabla^2S=\frac1{a^2}+\frac{\rho_\perp^2}{4\lambda^4}-\frac{2m\,\delta E}{\hbar^2}.$$

At zero field $\psi=e^{-r/a}/r$, hence $S_0=r/a+\ln r$. Put $S=S_0+S_1$ and keep terms linear in $S_1$:

$$2\left(\frac1a+\frac1r\right)\frac{\partial S_1}{\partial r}-\nabla^2S_1=\frac{\rho_\perp^2}{4\lambda^4}-\frac{2m\,\delta E}{\hbar^2}.\tag{1}$$

For $r\gg a$ the largest term on the left is $(2/a)\,\partial S_1/\partial r$. Balancing it against $r^2\sin^2\theta/4\lambda^4$ and integrating over $r$ gives $S_1\simeq a r^3\sin^2\theta/24\lambda^4$. This suggests trying, with one further term,

$$S_1=\frac{a}{24\lambda^4}\left(r\rho_\perp^2+a r^2\right).\tag{2}$$

To verify it, apply the left side of (1) to each part.

- For $r\rho_\perp^2=r^3\sin^2\theta$ the radial derivative is $3r^2\sin^2\theta$, and the Laplacian is $6r\sin^2\theta+4r$. The left side is $6\rho_\perp^2/a+6r\sin^2\theta-6r\sin^2\theta-4r=6\rho_\perp^2/a-4r$.
- For $ar^2$ the radial derivative is $2ar$, and the Laplacian is $6a$. The left side is $4r+4a-6a=4r-2a$.

The sum is $6\rho_\perp^2/a-2a$. Multiplied by $a/24\lambda^4$ it becomes $\rho_\perp^2/4\lambda^4-a^2/12\lambda^4$, which is the right side of (1) if

$$\delta E=\frac{\hbar^2a^2}{24m\lambda^4}.$$

Since $S_1$ vanishes as $r^2$ at the centre, the ratio of the $1/r$ term to the constant term in $\psi$ is unchanged, as a short-range centre requires. Equation (2) therefore solves the problem to first order in $1/\lambda^4$, apart from a normalization that does not grow with $r$.

As a test, the decay was computed from the imaginary-time propagator in a field, for $r=20a$ and $a^2/\lambda^2=0.004$. At $\theta=90^\circ$ the increase of $S$ is 0.005598. Equation (2) gives 0.005600, and its first term alone gives 0.005333.

The field squeezes the state sideways. To leading order in $a/r$,

$$S\simeq\frac ra+\frac{a r^3\sin^2\theta}{24\lambda^4}+\ln r .\tag{3}$$

The linearization dropped $|\nabla S_1|^2$. At $\theta=90^\circ$ its leading part is $(ar^2/8\lambda^4)^2$, which is $(ra/4\lambda^2)^2$ times the driving term $r^2/4\lambda^4$. The result thus needs $ra\ll4\lambda^2$.

### (b) From one hop to the resistivity

**The exponent of a hop.** The tunnelling amplitude between short-range centres $i$ and $j$ is proportional to the wavefunction of one at the position of the other. Moving the gauge origin from one site to the other changes a phase, not the modulus. The rate contains the squared modulus, hence the factor $e^{-2S}$.

Measure site energies $\varepsilon$ from the Fermi level, and let $x_+$ denote $x$ if positive and zero otherwise. For energies large compared with $kT$, a hop $i\to j$ needs site $i$ occupied, site $j$ empty, and a phonon if the hop goes upward. The three Boltzmann factors have the total exponent $-\varepsilon_{ij}/kT$, where

$$\varepsilon_{ij}=(\varepsilon_i)_++(-\varepsilon_j)_++(\varepsilon_j-\varepsilon_i)_+=\tfrac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right).$$

The last form follows from $x_+=(|x|+x)/2$, because the terms without modulus cancel. The shift $\delta E$ is common to all sites of equal $a$ and moves the Fermi level with them, so it drops out. The resistance of the link is proportional to $e^{\xi_{ij}}$ with

$$\xi_{ij}=\frac{2r}{a}+\frac{\varepsilon_{ij}}{kT}+\frac{a r^3\sin^2\theta}{12\lambda^4}.\tag{4}$$

The logarithm in (3) belongs to the prefactor, which is not followed here.

**Percolation.** Link resistances spread over many powers of $e$ when $\xi_0\gg1$. The current then depends on the smallest $\xi_c$ for which the links with $\xi_{ij}\le\xi_c$ form a connected path through the sample, and $\ln\rho=\text{const}+\xi_c$.

**Scaling.** Measure lengths in units of $a\xi_0/2$ and energies in units of $kT\xi_0$:

$$s=\frac{2r}{a\xi_0},\qquad \epsilon=\frac{\varepsilon_{ij}}{kT\xi_0}.$$

With $r=a\xi_0s/2$ the last term of (4) is $a^4\xi_0^3s^3\sin^2\theta/96\lambda^4$. Dividing (4) by $\xi_0$,

$$\frac{\xi_{ij}}{\xi_0}=s+\epsilon+\eta\,s^3\sin^2\theta,\qquad \eta=\frac{a^4\xi_0^2}{96\lambda^4}.\tag{5}$$

The number of sites per unit of scaled volume and scaled energy is

$$g\,(kT\xi_0)\left(\frac{a\xi_0}{2}\right)^3=\frac{g\,kT\,a^3\,\xi_0^4}{8}=\frac\beta8,$$

because $\xi_0^4=T_0/T=\beta/(g\,kT\,a^3)$. This density contains neither $T$ nor $B$. At $\eta=0$ the scaled problem is a fixed one, and $\beta$ is the number that puts its threshold at 1; this is Mott's law. With a field, the scaled threshold can depend on $\eta$ alone:

$$\xi_c=\xi_0\,U(\eta),\qquad U(0)=1.$$

Assume that $U$ is differentiable at zero, $U=1+C\eta+\dots$. Then

$$\ln\frac{\rho(B)}{\rho(0)}=\xi_c-\xi_0=C\,\eta\,\xi_0=\frac{C}{96}\left(\frac a\lambda\right)^4\xi_0^3 .$$

Since $\xi_0^3=(T_0/T)^{3/4}$ and $1/\lambda^4=e^2B^2/\hbar^2$,

$$\boxed{\ln\frac{\rho(B)}{\rho(0)}=t\,\frac{e^2a^4}{\hbar^2}\,B^2\left(\frac{T_0}{T}\right)^{3/4},\qquad t=\frac C{96}}\tag{6}$$

The power 3/4 is three times Mott's power 1/4. Hops lengthen on cooling as $\xi_0$, and the field term of a hop grows as the cube of its length.

The constant is bounded. The field term is never negative, so $C\ge0$. Links with $s+\epsilon\le1$ have $s\le1$, so their scaled exponent rises by at most $\eta$. The path that existed at level 1 still exists at level $1+\eta$, which gives $C\le1$ and $t\le1/96$.

### (c) The number $t$

An approximate criterion places the threshold at a fixed number of bonds per site. The sites counted are those in the energy band that can take part.

The pair energy equals the largest of $|\varepsilon_i|$, $|\varepsilon_j|$ and $|\varepsilon_i-\varepsilon_j|$. The region $\varepsilon_{ij}<E$ in the plane of the two energies is thus a square of area $4E^2$ without two corner triangles of area $E^2/2$ each, which leaves $3E^2$. At scaled level $u$ the energy left for a bond of length $s$ is $u-s-\eta s^3\sin^2\theta$, so the number of bonds is proportional to

$$F=\int d^3s\,\left(u-s-\eta s^3\sin^2\theta\right)^2 ,$$

taken where the bracket is positive. At $u=1$, $\eta=0$,

$$F=4\pi\int_0^1s^2(1-s)^2ds=\frac{4\pi}{30}=\frac{2\pi}{15}.$$

For small $\eta$ and $\delta u=u-1$,

$$\delta F=2\int d^3s\,(1-s)\left(\delta u-\eta s^3\sin^2\theta\right).$$

The boundary adds nothing at this order, since the integrand vanishes there. The two integrals are

$$2\int d^3s\,(1-s)=8\pi\left(\tfrac13-\tfrac14\right)=\frac{2\pi}3,$$

$$2\int d^3s\,(1-s)s^3\sin^2\theta=8\pi\cdot\tfrac23\left(\tfrac16-\tfrac17\right)=\frac{8\pi}{63},$$

where 2/3 is the angular average of $\sin^2\theta$. Dividing by $F$,

$$\frac{\delta F}{F}=5\,\delta u-\frac{20}{21}\eta .$$

The sites in the band have $|\varepsilon|<kT\xi_c$, so their number is proportional to $u$ and changes by the fraction $\delta u$. Bonds per site stay fixed if

$$5\,\delta u-\frac{20}{21}\eta=\delta u\quad\Rightarrow\quad \delta u=\frac5{21}\eta .$$

Thus $C=5/21$ and

$$t=\frac{5}{21\cdot96}=\frac5{2016}\approx0.00248 .$$

**Simulation.** The threshold can also be found from random sites, without this criterion. With $a=2$ nm, $g=0.008$ eV$^{-1}$nm$^{-3}$ and $B=8$ T, 36 samples were generated at each of two temperatures. The cubic boxes had sides of about nine scaled lengths, and $\xi_c$ was the level at which opposite faces became connected. The rise of $\xi_c$ was $0.217\pm0.017$ at 4 K and $0.0270\pm0.0021$ at 64 K. The resulting power of $T$ is $-0.752\pm0.040$, in agreement with $-3/4$. This checks the scaling argument; the link exponent (4) was assumed.

The same simulation gives $\beta=18.1$ and $t=0.00336\pm0.00018$. The error given is statistical and does not include the effect of the finite box. Larger boxes and periodic side boundaries lower $\beta$ by about 6 %, to near 17, and with it the $g$ deduced from a given $T_0$; they give $t$ between 0.0029 and 0.0034, about 0.0032 on average. The simulated $t$ is thus about 1.3 times the bond-counting value (1.36 for the box used here), so counting bonds gives the size of $t$ but not an accurate value.

**Nearest-neighbour hopping.** Suppose instead that all links have the same energy cost and that the threshold is set by distance, at $r=r_c$. Holding the volume inside the surface $\xi_{ij}=\xi_c$ fixed requires the mean field term on that surface to equal the rise of $\xi_c$:

$$\ln\frac{\rho(B)}{\rho(0)}=\frac23\cdot\frac{a r_c^3}{12\lambda^4}=\frac{a r_c^3}{18\lambda^4}.$$

The factor $B^2$ remains, but the temperature has gone, because $r_c$ is fixed by the site density. The factor $(T_0/T)^{3/4}$ is therefore a mark of variable hop length.

### (d) An amorphous oxide film

Take rough parameters for a film of the indium-gallium-zinc oxide type with few carriers: $a=2$ nm, $T_0=4\times10^6$ K, effective mass 0.34 electron masses, relative permittivity 12 and thickness 200 nm. With the simulated $\beta$, this $T_0$ corresponds to $g=6.6\times10^{18}$ eV$^{-1}$cm$^{-3}$.

At 8 T the magnetic length is 9.07 nm, so $(a/\lambda)^4=(2/9.07)^4=2.36\times10^{-3}$. At 10 K, $\xi_0=(4\times10^5)^{1/4}=25.15$ and $\xi_0^3=15905$. Bond counting gives

$$\ln\frac{\rho(B)}{\rho(0)}=0.00248\times2.364\times10^{-3}\times15905=0.093,$$

a resistance rise of about 10 %. The simulated $t$ gives 0.126, or about 13 %. Halving the field to 4 T divides the bond-counting logarithm by four, to 0.023. Cooling to 7 K at 8 T multiplies it by $(10/7)^{3/4}=1.31$, to 0.122.

**Is the field weak?** Here $\eta=0.016$. Solving the bond-counting condition without expanding in $\eta$ gives 0.0921 instead of 0.0932, so the expansion costs about 1 %. Averaged over all pairs at the threshold exponent, as in bond counting, the bond length is 15.1 nm, and $ra/\lambda^2=0.37$. The bonds that close the conducting path are longer. To first order $\xi_c$ rises by the field term of these bonds, so $C$ is their mean of $s^3\sin^2\theta$. The simulated $C=96t=0.32$ gives a mean $s^3$ of 0.48, hence a typical length of $0.48^{1/3}\times25.15$ nm, about 20 nm, and $ra/\lambda^2\approx0.49$. The term dropped in part (a) is then 1 to 2 % of the driving term.

**The next term of the wavefunction.** The second term of (2) adds $a^2r^2/12\lambda^4$ to (4), or $2\eta s^2/\xi_0$ to (5). Its bond integral is $2\int d^3s\,(1-s)s^2=8\pi/30$, which is $2F$. The count then gives $4\,\delta u=4\eta/\xi_0$, so $\xi_c$ rises by a further $\eta$. Relative to the main term this is $(1/96)/(5\xi_0/2016)=4.2/\xi_0$, or 17 % here. The added rise $\eta$ varies as $T^{-1/2}$, so by itself it would bring the power of $T$ slightly below 3/4 in size. The prefactor left out of (4) can give corrections of the same relative order $1/\xi_0$, so the net change of the power is not settled here.

**Interference.** An electron can also reach its target by way of intermediate sites. Tunnelling paths of length $r$ spread sideways by about $\sqrt{ra}$ and enclose an area of about $r^{3/2}a^{1/2}$. The flux through it is 0.16 of $h/e$ for a 15 nm hop and 0.24 for a 20 nm hop. This is not negligible. Interference can lower the resistance, and nothing here shows its effect to be smaller than the rise found above. Equation (6) is thus the shrinkage part, not a prediction of the whole magnetoresistance.

**Spin and Coulomb interaction.** The ratio of $\mu_BB$ to $kT$ is 0.54, with $\mu_B$ the Bohr magneton, so spin alignment may matter if some sites can hold two electrons. The Coulomb gap, estimated as $e^3g^{1/2}/(4\pi\epsilon_0\epsilon_r)^{3/2}$, is 3.4 meV. The mean hop energy is 8.7 meV in bond counting and about 5 meV for the longer hops that close the path, so a constant $g$ is a poor approximation at 10 K unless the interaction is screened. The usual estimate of the crossover to Efros–Shklovskii hopping is $16T_{ES}^2/T_0$ with $kT_{ES}=2.8e^2/(4\pi\epsilon_0\epsilon_r a)$; here $T_{ES}\approx1950$ K and the crossover is near 15 K. Removing the states of a parabolic gap from the random sites raises $\xi_c$ at 10 K from about 25 to about 29 and steepens its power of $T$ between 5 and 10 K from $-0.25$ to about $-0.35$. The approximation becomes worse on cooling, since the hop energy falls as $T^{3/4}$.

**The band edge.** A state with $a=2$ nm lies $\hbar^2/2ma^2=28$ meV below the band. Activation to the band costs an exponent of 32.5 at 10 K, against 25.1 for hopping, so hopping is favoured, prefactors aside. At 20 K the two would be 16.3 and 21.1, and the order is reversed; they cross near 14 K. Since the Coulomb gap matters below about 15 K, these parameters leave no clear temperature range of pure Mott hopping, and the numbers above illustrate the size of (6) rather than predict this film. For these parameters the law should not be carried to 20 K; the 64 K simulation tests the statistics of hopping, not this film. A site closer to the band by 8.7 meV has $a$ larger by a factor 1.20, which raises the field term of a hop of given length by 20 %.

**The real case.** Oxide transistors work near room temperature with channels a few tens of nanometres thick, far from the regime treated here. The 200 nm film is thick by that standard. It exceeds the mean hop many times, but it is only comparable with the correlation length $L$ of the conducting network, roughly 150 nm at 10 K, so it is only marginally three-dimensional: its in-plane $\xi_c$ lies about 0.5 above the bulk value. A 40 nm film would span fewer than three hops, its $\xi_c$ would lie nearly 4 above the bulk value, and the three-dimensional average would be doubtful. Real tail states also grow denser towards the band, which breaks the assumption of constant $g$ and $a$. The 20 % above is only the direct change at fixed hop length; a varying $a$ also changes the term $2r/a$, and with it the hops that are chosen. Among the parameters of (6), the result is most sensitive to $a$. At fixed $T_0$ it varies as $a^4$, so a value of $a$ larger by 30 % raises it by a factor of nearly three. A measurement should also use a weak electric field. The voltage falls mainly on the critical links, which lie about $L$ apart, so Ohm's law is expected to fail near $kT/eL$, about 0.06 kV/cm, well before the $kT/er\approx0.4$ kV/cm of a single 20 nm hop.

The numerical output below gives the remaining values.

## Computed values

```
WAVEFUNCTION TEST (r/a = 20, a^2/lam^2 = 0.004)
angle  0 deg: computed 0.000267, leading 0.000000, with next 0.000267
angle 45 deg: computed 0.002933, leading 0.002667, with next 0.002933
angle 90 deg: computed 0.005598, leading 0.005333, with next 0.005600
level shift / (a^4/(24 lam^4)): 1.0000
area of pair-energy region / E^2: 3.002
PERCOLATION SIMULATION (36 samples per temperature)
density of states: 0.008 /(eV nm^3), field 8 T
T =  4 K: xi(0) 30.16, ln ratio 0.21668 +- 0.01692
T = 64 K: xi(0) 15.00, ln ratio 0.02696 +- 0.00208
zero-field power of T: -0.2520
magnetoresistance power of T: -0.752 +- 0.040
beta: 18.1
t simulated: 0.00336 +- 0.00018
t simulated / (5/2016): 1.36
BOND COUNTING, SOLVED WITHOUT EXPANSION
power of B: 1.9992, power of T: -0.7499
t solved: 0.002480, 5/2016: 0.002480
critical neighbours per site: 1.418
EXAMPLE
a: 2.0 nm, T0: 4.0e+06 K, T: 10 K, B: 8 T
density of states: 6.55e+18 /(eV cm^3)
magnetic length: 9.07 nm, (a/lam)^4: 2.364e-03
xi0: 25.15, xi0^3: 15905, eta: 0.0156
ln ratio, t = 5/2016: 0.0932
ln ratio, simulated t: 0.1263
ln ratio, counting without expansion: 0.0921
resistance rise, t = 5/2016: 9.8 %
resistance rise, simulated t: 13.5 %
T  7 K, B 4 T: law 0.0305, unexpanded 0.0303
T  7 K, B 8 T: law 0.1218, unexpanded 0.1201
T 10 K, B 4 T: law 0.0233, unexpanded 0.0232
T 10 K, B 8 T: law 0.0932, unexpanded 0.0921
EFFECTS LEFT OUT
ln ratio with next wavefunction term: 0.1075 (+17 %)
mean hop length: 15.1 nm, film thickness: 200 nm
r a / lam^2: 0.367
flux through hop / (h/e): 0.160
Bohr magneton times B / kT: 0.537
mean hop energy: 8.67 meV, Coulomb gap: 3.36 meV
mass: 0.34 m_e, relative permittivity: 12
depth below band: 28.0 meV, hopping band kT xi0: 21.7 meV
band activation depth/kT: 32.5, against xi0 25.1
a at mean hop energy / a at Fermi level: 1.20
electric field kT/(e r): 0.57 kV/cm
```
